# Gain condition for phonon-assisted transitions and free-carrier loss in silicon

An indirect transition that emits a photon $\hbar\omega$ and a phonon $\hbar\Omega$ joins two electron states separated by $\hbar\omega+\hbar\Omega$. Suppose one asks only that these two states be inverted. The condition is then that the quasi-Fermi splitting exceed $\hbar\omega+\hbar\Omega$, and no gain is expected while the splitting is below the band gap. This is wrong when the phonons are thermal. The silicon model below has gain at $10^{19}$ electron-hole pairs per cm³, where the splitting is 34 meV less than the gap. The opposite error is to take positive interband gain for amplification: at that density, with the rough inputs used below, the carriers absorb at least two hundred times more light than the interband transitions add.

## Assumptions and notation

Electrons in the conduction band and in the valence band have Fermi distributions $f_c$, $f_v$ with quasi-Fermi levels $\mu_c$, $\mu_v$ and one temperature $T$. Put $\Delta\mu=\mu_c-\mu_v$ and $f_h=1-f_v$. One phonon energy $\hbar\Omega$ takes part, with mean occupation $N=1/(e^{\hbar\Omega/kT}-1)$ at the same $T$. Occupations are uncorrelated, the photon momentum is neglected, and rates are taken to lowest order in the photon and phonon couplings. The interband gain $g$ is positive when the interband transitions alone would make light grow. There are two channels:

- A: photon emission with phonon emission, $E_c-E_v=\hbar\omega+\hbar\Omega$;
- B: photon emission with phonon absorption, $E_c-E_v=\hbar\omega-\hbar\Omega$.

**Theorem.** In each channel, for $T>0$,

$$\frac{\text{stimulated emission}}{\text{absorption}}=e^{(\Delta\mu-\hbar\omega)/kT},\qquad g=S\left[1-e^{(\hbar\omega-\Delta\mu)/kT}\right],$$

where $S\ge0$ is the stimulated emission alone. Since channel A opens at $E_g-\hbar\Omega$, there is interband gain if and only if $E_g-\hbar\Omega<\hbar\omega<\Delta\mu$.

## Lemma 1: the intermediate occupation drops out

The transition passes through a virtual state $i$, whose occupation $n_i$ might seem to matter. In channel A let the phonon coupling $q$ join $c$ to $i$ and the photon coupling $p$ join $i$ to $v$. If $i$ is empty, the phonon acts first. The initial energy minus the intermediate energy is

$$d=E_c-E_i-\hbar\Omega .$$

If $i$ is full, its electron must first fall to $v$, emitting the photon. The denominator is then

$$E_i-E_v-\hbar\omega=E_i-E_c+\hbar\Omega=-d,$$

by energy conservation. The operator products also differ in sign:

$$(c_v^\dagger c_i)(c_i^\dagger c_c)=(1-n_i)\,c_v^\dagger c_c,\qquad (c_i^\dagger c_c)(c_v^\dagger c_i)=-n_i\,c_v^\dagger c_c .$$

In the second product, moving $c_i$ left past two operators costs no sign, and exchanging $c_c$ with $c_v^\dagger$ costs one. The sum is

$$pq\left[\frac{1-n_i}{d}+\frac{-n_i}{-d}\right]c_v^\dagger c_c=\frac{pq}{d}\,c_v^\dagger c_c .$$

The path with photon and phonon interchanged obeys the same argument with $d'=E_c-E_i-\hbar\omega$. Channel B follows from $\hbar\Omega\to-\hbar\Omega$. Hence $n_i$ disappears, provided no denominator vanishes. ∎

Creating a phonon multiplies the squared amplitude by $N+1$, and destroying one multiplies it by $N$, after thermal averaging. The reverse process has the complex-conjugate electronic amplitude because the coupling is Hermitian, so its electronic strength is the same.

## Proof of the theorem

For a pair of states in channel A, emission needs a full $c$ and an empty $v$, and creates a phonon. Absorption needs the opposite occupations and destroys one. With $n_\omega$ photons in the mode, emission carries $n_\omega+1$ and absorption $n_\omega$. The part of the difference proportional to $n_\omega$ is the gain; the remainder is spontaneous emission. Apart from a common positive factor, the gain is

$$(N+1)f_cf_h-N(1-f_c)(1-f_h).$$

The Fermi functions give $f_c/(1-f_c)=e^{(\mu_c-E_c)/kT}$ and $f_h/(1-f_h)=e^{(E_v-\mu_v)/kT}$. Therefore

$$\frac{f_cf_h}{(1-f_c)(1-f_h)}=e^{[\Delta\mu-(E_c-E_v)]/kT},\qquad \frac{N+1}{N}=e^{\hbar\Omega/kT}.$$

The ratio of emission to absorption has the exponent

$$\frac{\Delta\mu-\hbar\omega-\hbar\Omega}{kT}+\frac{\hbar\Omega}{kT}=\frac{\Delta\mu-\hbar\omega}{kT}.$$

In channel B the phonon factors are exchanged, and both signs of $\hbar\Omega$ reverse, with the same result. The ratio is common to all pairs, so it survives the sum over states with any positive weight. Writing absorption as emission times the inverse ratio gives the formula for $g$. ∎

The emitted phonon raises the pair energy needed, but its reabsorption is weaker than its emission by just the compensating Boltzmann factor.

**Remark: unequal temperatures.** If the phonons have temperature $T_p$, the second term in the exponent becomes $\hbar\Omega/kT_p$. Setting the exponent to zero gives separate crossings,

$$\hbar\omega_{A,B}=\Delta\mu\pm\hbar\Omega\left(\frac{T}{T_p}-1\right),$$

with the upper sign for A. For 58 meV phonons at 330 K and carriers at 300 K, the shifts are $\mp5.3$ meV. The single condition $\hbar\omega<\Delta\mu$ then fails.

**Remark: zero temperature.** As $T\to0$, emission needs $E_c\le\mu_c$ and $E_v\ge\mu_v$, so $E_c-E_v\le\Delta\mu$. Phonon absorption is frozen out, and gain survives only for $\hbar\omega\le\Delta\mu-\hbar\Omega$. Above this, up to $\Delta\mu+\hbar\Omega$, the model is transparent. The theorem is not contradicted: at small positive $T$ the gain between $\Delta\mu-\hbar\Omega$ and $\Delta\mu$ is positive but tends to zero.

## Lemma 2: size of the gain

Take parabolic bands and a constant coupling, and let $x$ and $y$ be the electron and hole kinetic energies. Phonons supply the momentum, so every pair with $x+y=\varepsilon$ contributes, where $\varepsilon=\hbar\omega-E_g\pm\hbar\Omega$ in A and B. The densities of states contribute $\sqrt{xy}$. With $x=\varepsilon\sin^2\theta$,

$$\int_0^\varepsilon\!\sqrt{x(\varepsilon-x)}\,dx=2\varepsilon^2\!\int_0^{\pi/2}\!\sin^2\theta\cos^2\theta\,d\theta=\frac{\pi\varepsilon^2}{8}.$$

Absorption by the unpumped crystal, with $e=\hbar\omega-E_g$, is therefore

$$\alpha_0=C\left[N(e+\hbar\Omega)^2+(N+1)(e-\hbar\Omega)^2\right],$$

each term being present above its own threshold. The same $C$ fixes the gain. In channel A,

$$g_A=\frac{8C}{\pi}\int_0^{\varepsilon}\!\sqrt{x(\varepsilon-x)}\,\left[(N+1)f_cf_h-N(1-f_c)(1-f_h)\right]dx,$$

and in B the factors $N+1$ and $N$ change places.

**Dilute limit.** Here $f_c\simeq(n/N_c)e^{-x/kT}$ and $f_h\simeq(p/N_v)e^{-y/kT}$, where $N_c$, $N_v$ are the effective densities of states. The exponentials combine to $e^{-\varepsilon/kT}$, which leaves the integral, so

$$S_A=C(N+1)\,\varepsilon^2e^{-\varepsilon/kT}\,\frac{np}{N_cN_v}.$$

**Degenerate limit.** Let $n=p$ and $T\to0$. Both Fermi energies scale as $n^{2/3}$. Scaling $x$ and $\varepsilon$ likewise multiplies $\sqrt{x(\varepsilon-x)}\,dx$ by $n^{4/3}$. The peak gain grows as $n^{4/3}$, and the gain per pair only as $n^{1/3}$. At 4 K an eightfold rise in density multiplies the computed peak by 16.06, against $8^{4/3}=16$.

**Bound at any temperature.** Let the electron density of states be $D_c\sqrt{x}$, so that $\int\sqrt{x}\,f_c\,dx=n/D_c$. Drop the absorption terms and replace $\sqrt{y}f_h(y)$ by its maximum. Channel A then gives at most $(8C/\pi)(N+1)(n/D_c)\max_y[\sqrt{y}f_h]$, and B the same with $N$. Hence

$$g\le\frac{8C}{\pi}(2N+1)\frac{n}{D_c}\max_y\left[\sqrt{y}\,f_h(y)\right].$$

## Lemma 3: free-carrier loss through lattice scattering

A free carrier that stays in its band cannot absorb a photon and conserve momentum by itself; scattering must help. The loss, like indirect gain, needs one photon vertex and one scattering vertex. When phonons do the scattering, neither process has an extra power of the electron-phonon coupling. The two can therefore be compared at the same order.

Let the field be $E_0\cos\omega t$ along $\hat e$, the carrier mass $m$, and the scattering matrix element $M$, independent of direction. Scattering is treated as elastic. For the final state after absorption this needs only $\hbar\Omega\ll\hbar\omega$. For the thermal carriers whose mobility will fix the scattering rate it needs $\hbar\Omega\ll kT$, which suits long-wavelength acoustic phonons but not silicon's 58 meV phonons at 300 K. Absorption alone has the matrix element $(eE_0/2m\omega)\hbar\mathbf k\cdot\hat e$, up to a phase. If the photon acts first, the denominator is $\hbar\omega$; if scattering acts first, it is $E_k-E_{k'}=-\hbar\omega$. The amplitude is

$$M\,\frac{eE_0}{2m\omega^2}\,(\mathbf k-\mathbf k')\cdot\hat e .$$

Averaging over independent directions removes the cross term:

$$\left\langle[(\mathbf k-\mathbf k')\cdot\hat e]^2\right\rangle=\frac{k^2+k'^2}{3}=\frac{2m(2E+\hbar\omega)}{3\hbar^2}.$$

In the golden rule, $|M|^2$ and the final density of states combine into the scattering rate $1/\tau(E+\hbar\omega)$. The upward rate is

$$W=\frac{e^2E_0^2(2E+\hbar\omega)}{6m\hbar^2\omega^4\,\tau(E+\hbar\omega)}.$$

Dividing $\hbar\omega W$ by the intensity $n_r\epsilon_0cE_0^2/2$, with $n_r$ the refractive index, gives the cross-section

$$\sigma_{\rm up}(E)=\frac{e^2}{n_r\epsilon_0cm\omega^2}\,\frac{2E+\hbar\omega}{3\hbar\omega\,\tau(E+\hbar\omega)} .$$

Now take $1/\tau=b\sqrt E$ and dilute carriers weighted by $\sqrt E\,e^{-E/kT}$. Stimulated emission must be subtracted. Shifting its initial energy by $\hbar\omega$ turns its integral into $e^{-u}$ times the absorption integral, with $u=\hbar\omega/kT$. The mobility fixes $b$ through

$$\tau_\mu=\frac{\int E^{3/2}\tau e^{-E/kT}dE}{\int E^{3/2}e^{-E/kT}dE}=\frac{1}{\Gamma(5/2)\,b\sqrt{kT}} .$$

Let $\sigma_D=e^2/(n_r\epsilon_0cm\omega^2\tau_\mu)$ be the high-frequency Drude cross-section. Since $\Gamma(3/2)\Gamma(5/2)=3\pi/8$,

$$\frac{\sigma}{\sigma_D}=\frac{8(1-e^{-u})}{9\pi u}J,\qquad J=\int_0^\infty\!\sqrt{x(x+u)}\,(2x+u)e^{-x}dx,$$

where $x=E/kT$. The factor before $e^{-x}$ is the derivative of $\tfrac23[x(x+u)]^{3/2}$, so integration by parts gives $J=\tfrac23\int[x(x+u)]^{3/2}e^{-x}dx$. Put $z=u/2$ and $x=z(\cosh t-1)$, for which $x(x+u)=z^2\sinh^2t$:

$$J=\frac23z^4e^z\!\int_0^\infty\!\sinh^4t\,e^{-z\cosh t}dt=2z^2e^zK_2(z).$$

The last step uses the integral representation $K_2(z)=(z^2/3)\int_0^\infty\sinh^4t\,e^{-z\cosh t}dt$ of the modified Bessel function. With $(1-e^{-u})e^{u/2}=2\sinh(u/2)$,

$$\frac{\sigma}{\sigma_D}=K(u)=\frac{8u}{9\pi}\sinh\frac u2\,K_2\!\left(\frac u2\right).\qquad ∎$$

For $u\to0$, $K_2(u/2)\to8/u^2$ and $K\to32/9\pi\simeq1.13$. This is the high-frequency Boltzmann value: the mobility averages $\tau$, whereas absorption averages $1/\tau$. For $u\gg1$, $K\simeq(4/9)\sqrt{u/\pi}$, because the carrier is scattered into the larger density of states near $\hbar\omega$. The loss then falls as $\omega^{-3/2}$ instead of $\omega^{-2}$.

## Silicon at 300 K

The inputs are rough: a gap set to 1.12 eV in the model (silicon's is about 1.1 eV), one effective phonon of 58 meV, density-of-states masses $1.1$ and $0.8\,m_e$, conductivity masses $0.26$ and $0.37\,m_e$, lattice mobilities 1400 and 450 cm²/(V s), each pair listed for electrons and holes, and index 3.5. An absorption of 60 cm⁻¹ at 1.24 eV fixes $C$; fitting silicon's absorption at another energy between 1.13 and 1.38 eV would move $C$, and every gain below, by up to about 30 per cent either way. With $N=0.119$ and $e=0.12$ eV,

$$C=\frac{60}{0.119(0.178)^2+1.119(0.062)^2}\simeq7.4\times10^3\ \mathrm{cm^{-1}\,eV^{-2}} .$$

Gain first appears when $\Delta\mu=E_g-\hbar\Omega$. Boltzmann statistics would put this at $n=\sqrt{N_cN_v}\,e^{-\hbar\Omega/2kT}$. With $N_c=2.9\times10^{19}$ and $N_v=1.8\times10^{19}$ cm⁻³, this is about $7.4\times10^{18}$ cm⁻³; Fermi statistics give $6.7\times10^{18}$. The splitting reaches the gap only at $1.7\times10^{19}$ cm⁻³.

For the loss at the gap energy, the Drude cross-sections are $1.95\times10^{-19}$ cm² for electrons and $2.99\times10^{-19}$ cm² for holes. Here $u=1120/25.85\simeq43$ and $K=1.80$, so the lattice estimate per pair is

$$1.80\,(1.95+2.99)\times10^{-19}\simeq8.9\times10^{-19}\ \mathrm{cm^2}.$$

A rough measured size is larger, about $5\times10^{-18}$ cm² per pair. The table sets both losses against the peak gain, all in cm⁻¹; the lattice loss is evaluated at the photon energy of the gain peak rather than at the gap.

| $n$ (cm⁻³) | Peak gain | Lattice loss | Rough measured loss |
|---|---:|---:|---:|
| $1\times10^{19}$ | 0.04 | 9.4 | 50 |
| $3\times10^{19}$ | 3.3 | 27 | 150 |
| $1\times10^{20}$ | 38 | 82 | 500 |

The first row lies close to threshold and is sensitive to the hole density-of-states mass: with $0.59$ or $1.15\,m_e$ in place of $0.8\,m_e$, the splitting is 20 or 51 meV below the gap and the lattice loss is about 55 or 8000 times the gain. At $10^{20}$ cm⁻³ the gain is 47 per cent of the lattice loss (70 or 28 per cent with those masses) and 8 per cent of the rough measured loss. Looking away from the gain peak does not help. The gain window ends at $\Delta\mu=1.274$ eV, where the asymptotic $\omega^{-3/2}$ law puts the lattice loss near $89(1.12/1.274)^{3/2}\simeq73$ cm⁻¹; the full factor $K(u)$ gives 72 cm⁻¹. Lemma 2 bounds the gain at every photon energy by 57 cm⁻¹, which is still smaller.

**Proposition (net gain).** Light grows at a given photon energy if and only if $g/n$ exceeds the free-carrier cross-section per pair, other losses being absent.

This is the balance $g-n\sigma>0$ divided by $n$. At $10^{20}$ cm⁻³ the peak of $g/n$ is $3.8\times10^{-19}$ cm², below both loss estimates. With the same $C$ at 80 K it is $5.4\times10^{-19}$ cm². Net gain at 80 K and this density needs a loss per pair below that value, which is about nine times smaller than the rough room-temperature size but only 1.5 times smaller than the 300 K lattice estimate. The loss of Lemma 3 falls on cooling: with mobilities scaled as $T^{-3/2}$, as for acoustic phonons, it is about $2.1\times10^{-19}$ cm² at 80 K, below the gain. That estimate omits the other loss processes listed below, so the case of 80 K is left open and the comparison is decided here only at 300 K.

**Limits of the verdict.** Free-carrier loss exceeds indirect gain in this silicon model at 300 K and the tabulated densities. It is a numerical result, not a consequence of the theorem. With the lattice estimate alone, peak gain would formally overtake loss at $2.5\times10^{20}$ cm⁻³, but that estimate assumes dilute carriers and one elastic law $1/\tau=b\sqrt E$ from thermal energies up to $\hbar\omega$, and it omits carrier-carrier scattering and intervalence absorption. The elastic law also understates the loss caused by 58 meV phonons: few thermal carriers have enough energy to emit one, whereas carriers lifted to about $\hbar\omega$ can, so a rate fixed by the mobility is too low at high energy. The gain model omits nonparabolic bands, gap shrinkage and the change of Coulomb enhancement with density. The crossing is thus no prediction of amplification. The full set of values is in the numerical output.

## Numbers as computed

```
Rough silicon inputs
temperature = 300 K; kT = 25.85 meV
gap = 1.12 eV; phonon energy = 58 meV
DOS masses, electron and hole = 1.1, 0.8 m_e
conductivity masses = 0.26, 0.37 m_e
lattice mobilities = 1400, 450 cm^2/(V s)
refractive index = 3.5
reference absorption = 60 cm^-1 at 1.24 eV
rough measured-size loss per pair = 5.0e-18 cm^2
Derived quantities
phonon number N = 0.1187; (N+1)/N = 9.427
absorption strength C = 7444 cm^-1 eV^-2
effective densities Nc, Nv = 2.895e+19, 1.796e+19 cm^-3
density where gain first appears = 6.679e+18 cm^-3
density where splitting equals gap = 1.734e+19 cm^-3
n = 1e+19 cm^-3: splitting - gap = -34.420 meV, gain zero - gap = -34.420 meV
n = 1e+20 cm^-3: splitting - gap = 154.127 meV, gain zero - gap = 154.127 meV
phonons at 330 K, n = 1e20 cm^-3: zero - splitting, A = -5.273 meV, B = 5.273 meV
4 K peak-gain ratio for 8 times the density = 16.057
Free-carrier cross-sections at the gap energy
Drude electron = 1.947e-19 cm^2
Drude hole = 2.991e-19 cm^2
quantum factor = 1.796; classical limit = 1.1318
lattice estimate per pair = 8.869e-19 cm^2
Peak gain and loss at 300 K
n = 1e+19 cm^-3: photon at peak = 1.0773 eV, gain = 0.040 cm^-1, bound = 1.0 cm^-1
  lattice loss = 9.43 cm^-1, gain/loss = 0.0042; rough loss = 50 cm^-1, gain/loss = 0.00080
  gain per pair = 4.007e-21 cm^2
n = 3e+19 cm^-3: photon at peak = 1.1189 eV, gain = 3.263 cm^-1, bound = 7.5 cm^-1
  lattice loss = 26.65 cm^-1, gain/loss = 0.1225; rough loss = 150 cm^-1, gain/loss = 0.02176
  gain per pair = 1.088e-19 cm^2
n = 1e+20 cm^-3: photon at peak = 1.1773 eV, gain = 38.303 cm^-1, bound = 56.6 cm^-1
  lattice loss = 81.97 cm^-1, gain/loss = 0.4673; rough loss = 500 cm^-1, gain/loss = 0.07661
  gain per pair = 3.830e-19 cm^2
formal crossing with lattice loss = 2.53e+20 cm^-3
Gain per pair at 80 K, same C
n = 1e+18 cm^-3: peak gain = 0.0184 cm^-1, gain per pair = 1.839e-20 cm^2
n = 1e+19 cm^-3: peak gain = 1.4321 cm^-1, gain per pair = 1.432e-19 cm^2
n = 1e+20 cm^-3: peak gain = 53.6700 cm^-1, gain per pair = 5.367e-19 cm^2
```
